# Two-level Kay-Moses potentials: norming constants, shape and transmission: a numerical check

```python
# Result under test (atomic units, H = -1/2 d2/dx2 + V):
#   V = -(ln det(1+A))'',  A_mn = c_m c_n exp(-(kappa_m+kappa_n)x)/(kappa_m+kappa_n)
# has just two bound states E_n = -kappa_n^2/2, zero reflection, and
#   t(k) = product of (k+i kappa_n)/(k-i kappa_n), whatever the norming constants c_n.
# kappa: decay constants, kappa[0] > kappa[1]; xi: two positions that encode c_n by
#   c_n^2 = 2 kappa_n exp(2 kappa_n xi_n)/rho, rho = (kappa1-kappa2)/(kappa1+kappa2).
# delta = xi1-xi2 is the shape parameter. Lengths are in bohr inside the functions.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
mp.mp.dps = 40


def decay_constants(binding_ev):
    return np.sqrt(2 * np.array(binding_ev) / HARTREE)


def ratio(kappa):
    return (kappa[0] - kappa[1]) / (kappa[0] + kappa[1])


def norming(kappa, xi):
    return np.sqrt(2 * kappa * np.exp(2 * kappa * xi) / ratio(kappa))


def potential(x, kappa, xi):
    """Closed form with hyperbolic cosines."""
    total, diff = kappa[0] + kappa[1], kappa[0] - kappa[1]
    th1, th2 = kappa[0] * (x - xi[0]), kappa[1] * (x - xi[1])
    p, m, w = th1 + th2, th1 - th2, 1 / ratio(kappa)
    W = np.cosh(p) + w * np.cosh(m)
    W1 = total * np.sinh(p) + w * diff * np.sinh(m)
    W2 = total**2 * np.cosh(p) + w * diff**2 * np.cosh(m)
    return -(W2 / W - (W1 / W)**2)


def potential_from_determinant(x, kappa, c):
    """Definition: numerical second derivative of the log determinant."""
    ks, cs = [mp.mpf(float(v)) for v in kappa], [mp.mpf(float(v)) for v in c]

    def logdet(y):
        M = mp.matrix(2, 2)
        for i in range(2):
            for j in range(2):
                s = ks[i] + ks[j]
                M[i, j] = (i == j) + cs[i] * cs[j] * mp.exp(-s * y) / s
        return mp.log(M[0, 0] * M[1, 1] - M[0, 1] * M[1, 0])
    return float(-mp.diff(logdet, mp.mpf(float(x)), 2))


def bound_states_formula(x, kappa, c):
    g = c * np.exp(-kappa * x)
    A = np.outer(g, g) / (kappa[:, None] + kappa[None, :])
    return g, np.linalg.solve(np.eye(2) + A, g)


def scatter(V, k, L=60.0):
    """Integrate from a pure outgoing wave on the right; return t, r, psi(0)."""
    n = len(k)
    start = np.exp(1j * k * L)
    y0 = np.concatenate([start, 1j * k * start])

    def rhs(x, y):
        return np.concatenate([y[n:], (2 * V(x) - k**2) * y[:n]])
    sol = solve_ivp(rhs, (L, -L), y0, method="DOP853", t_eval=[0.0, -L],
                    rtol=1e-10, atol=1e-12, max_step=1.0)
    assert sol.success
    psi, dpsi = sol.y[:n, 1], sol.y[n:, 1]
    a = 0.5 * (psi + dpsi / (1j * k)) * np.exp(1j * k * L)
    b = 0.5 * (psi - dpsi / (1j * k)) * np.exp(-1j * k * L)
    return 1 / a, b / a, sol.y[:n, 0]


def t_formula(k, kappa):
    return np.prod([(k + 1j * q) / (k - 1j * q) for q in kappa], axis=0)


def isolated_wells(x, kappa, centres):
    return sum(-q**2 / np.cosh(q * (x - X))**2 for q, X in zip(kappa, centres))


binding = np.array([4.0, 1.0])
kappa = decay_constants(binding)
rho = ratio(kappa)
scatter_ev = np.array([0.1, 1.0, 5.0])
k = np.sqrt(2 * scatter_ev / HARTREE)
print(f"prescribed levels: {-binding[0]:.1f}, {-binding[1]:.1f} eV"
      f" = {-binding[0]/HARTREE:.6f}, {-binding[1]/HARTREE:.6f} hartree")
print(f"kappa1, kappa2 = {kappa[0]/BOHR:.5f}, {kappa[1]/BOHR:.5f} 1/angstrom;"
      f" rho = {rho:.5f}")
phase = 2 * np.sum(np.arctan(kappa[:, None] / k), axis=0)
for e, ph in zip(scatter_ev, phase):
    print(f"formula phase of t at {e:.1f} eV = {ph:.6f} rad")

# Sinc-basis Hamiltonian on a uniform grid
h = 0.3
index = np.arange(-200, 201)
x = h * index
d = index[:, None] - index[None, :]
safe = np.where(d == 0, 1, d)
kinetic = np.where(d == 0, np.pi**2 / 6, (1 - 2 * (np.abs(d) % 2)) / safe**2) / h**2
fine = np.linspace(-12, 12, 24001)
inner = np.where(np.abs(x) <= 8)[0]
tail = 200 + 84
depths, transmissions = [], []

for delta in (0.0, 2.0, 6.0):
    xi = np.array([delta / 2, -delta / 2]) / BOHR
    c = norming(kappa, xi)
    V = potential(x, kappa, xi)
    for y in (-7.0, -1.3, 0.4, 5.0):
        assert abs(potential_from_determinant(y, kappa, c)
                   - potential(y, kappa, xi)) < 1e-9
    # levels, states and norming constants from diagonalization
    E, vec = eigh(kinetic + np.diag(V))
    assert np.sum(E < 0) == 2
    assert np.max(np.abs(E[:2] * HARTREE + binding)) < 1e-6
    psi = vec[:, :2] / np.sqrt(h)
    psi = psi * np.sign(psi[tail])
    analytic = np.array([bound_states_formula(y, kappa, c)[1] for y in x[inner]])
    assert np.max(np.abs(psi[inner] - analytic)) < 1e-6
    c_num = psi[tail] * np.exp(kappa * x[tail])
    assert np.max(np.abs(c_num / c - 1)) < 1e-4
    mean_x = h * np.sum(x[:, None] * psi**2, axis=0) * BOHR
    # scattering by direct integration
    t, r, psi0 = scatter(lambda y: potential(y, kappa, xi), k)
    assert np.max(np.abs(t - t_formula(k, kappa))) < 1e-6
    assert np.max(np.abs(r)) < 1e-6
    g, ps = bound_states_formula(0.0, kappa, c)
    jost0 = np.array([1 - np.sum(g * ps / (kappa - 1j * q)) for q in k])
    assert np.max(np.abs(psi0 - jost0)) < 1e-6
    transmissions.append(t)
    # shape
    area = h * np.sum(V)
    assert abs(area + 2 * np.sum(kappa)) < 1e-8
    vf = potential(fine / BOHR, kappa, xi) * HARTREE
    low = np.where((vf[1:-1] < vf[:-2]) & (vf[1:-1] < vf[2:]))[0] + 1
    depths.append(vf.min())
    print(f"--- delta = {delta:.1f} angstrom")
    print(f"c1, c2 = {c[0]/np.sqrt(BOHR):.5f}, {c[1]/np.sqrt(BOHR):.5f} angstrom^-1/2")
    print(f"levels by diagonalization = {E[0]*HARTREE:.6f}, {E[1]*HARTREE:.6f} eV")
    print("minima of V: " + "; ".join(
        f"{vf[i]:.4f} eV at {fine[i]:.3f} angstrom" for i in low))
    samples = potential(np.array([-4., -2., 0., 2., 4.]) / BOHR, kappa, xi) * HARTREE
    print("V at -4,-2,0,2,4 angstrom = " + ", ".join(f"{v:.4f}" for v in samples) + " eV")
    print(f"mean position, lower and upper state = {mean_x[0]:.4f}, {mean_x[1]:.4f} angstrom")
    print(f"area of V = {area*HARTREE*BOHR:.5f} eV angstrom")
    print("integrated phase of t = " + ", ".join(
        f"{v:.6f}" for v in np.angle(t) % (2 * np.pi)) + " rad")
    print(f"largest |r|^2 = {np.max(np.abs(r)**2):.1e}")

assert abs(depths[1] - depths[0]) > 0.01 and abs(depths[2] - depths[0]) > 1.0
spread = max(np.max(np.abs(t - transmissions[0])) for t in transmissions)
assert spread < 1e-6
print("--- comparisons")
print(f"largest change of complex t between the three shapes = {spread:.1e}")

# Symmetric member: Poschl-Teller well for levels in the ratio 4:1
zero = np.zeros(2)
pt = -3 * kappa[1]**2 / np.cosh(kappa[1] * x)**2
assert np.max(np.abs(potential(x, kappa, zero) - pt)) < 1e-10

# Translation and mirror image, both from the determinant definition
xi = np.array([1.0, -1.0]) / BOHR
c = norming(kappa, xi)
shift = 1.5 / BOHR
c_mirror = norming(kappa, -xi)
for y in (-3.0, 0.7, 4.0):
    v = potential_from_determinant(y, kappa, c)
    moved = potential_from_determinant(y + shift, kappa, c * np.exp(kappa * shift))
    mirrored = potential_from_determinant(-y, kappa, c_mirror)
    assert abs(v - moved) < 1e-10 and abs(v - mirrored) < 1e-10

# Separation into two isolated wells for large delta
for delta in (6.0, 12.0):
    xi = np.array([delta / 2, -delta / 2]) / BOHR
    centres = xi + np.array([1, -1]) * np.log(1 / rho) / (2 * kappa)
    dev = np.max(np.abs(potential(x, kappa, xi)
                        - isolated_wells(x, kappa, centres))) * HARTREE
    print(f"delta = {delta:.0f} angstrom: isolated-well centres {centres[0]*BOHR:.4f},"
          f" {centres[1]*BOHR:.4f} angstrom; largest deviation {dev:.2e} eV")
assert dev < 1e-3

# Control: two superposed isolated wells have the same area but do reflect
t, r, _ = scatter(lambda y: isolated_wells(y, kappa, zero), k)
control_area = h * np.sum(isolated_wells(x, kappa, zero))
assert abs(control_area + 2 * np.sum(kappa)) < 1e-8
assert np.max(np.abs(np.abs(t)**2 + np.abs(r)**2 - 1)) < 1e-6
assert np.max(np.abs(r)**2) > 1e-3
print("control, both isolated wells centred at 0: |r|^2 at 0.1, 1, 5 eV = "
      + ", ".join(f"{v:.3e}" for v in np.abs(r)**2))

# A second pair of levels, not in the ratio 4:1
other = np.array([3.0, 2.2])
kap = decay_constants(other)
centre = potential(0.0, kap, zero) * HARTREE
assert abs(centre + 2 * (other[0] - other[1])) < 1e-9
for xi in (zero, np.array([1.2, -0.5])):
    t, r, _ = scatter(lambda y: potential(y, kap, xi), k)
    assert np.max(np.abs(t - t_formula(k, kap))) < 1e-6
    assert np.max(np.abs(r)) < 1e-6
print(f"second pair {-other[0]:.1f}, {-other[1]:.1f} eV: V(0) at delta = 0 is {centre:.4f} eV")
print("verified")
```

Output:

```
prescribed levels: -4.0, -1.0 eV = -0.146997, -0.036749 hartree
kappa1, kappa2 = 1.02463, 0.51232 1/angstrom; rho = 0.33333
formula phase of t at 0.1 eV = 5.356999 rad
formula phase of t at 1.0 eV = 3.785094 rad
formula phase of t at 5.0 eV = 2.300524 rad
--- delta = 0.0 angstrom
c1, c2 = 2.47948, 1.75325 angstrom^-1/2
levels by diagonalization = -4.000000, -1.000000 eV
minima of V: -6.0000 eV at 0.000 angstrom
V at -4,-2,0,2,4 angstrom = -0.3854, -2.4264, -6.0000, -2.4264, -0.3854 eV
mean position, lower and upper state = 0.0000, -0.0000 angstrom
area of V = -23.42301 eV angstrom
integrated phase of t = 5.356999, 3.785094, 2.300524 rad
largest |r|^2 = 2.9e-23
--- delta = 2.0 angstrom
c1, c2 = 6.90800, 1.05039 angstrom^-1/2
levels by diagonalization = -4.000000, -1.000000 eV
minima of V: -2.0625 eV at -1.980 angstrom; -7.4685 eV at 1.519 angstrom
V at -4,-2,0,2,4 angstrom = -0.8585, -2.0623, -2.2337, -6.1336, -0.3337 eV
mean position, lower and upper state = 1.4077, -1.8154 angstrom
area of V = -23.42301 eV angstrom
integrated phase of t = 5.356999, 3.785094, 2.300524 rad
largest |r|^2 = 1.1e-22
--- delta = 6.0 angstrom
c1, c2 = 53.62136, 0.37701 angstrom^-1/2
levels by diagonalization = -4.000000, -1.000000 eV
minima of V: -2.0000 eV at -4.072 angstrom; -7.9901 eV at 3.536 angstrom
V at -4,-2,0,2,4 angstrom = -1.9973, -0.7640, -0.1431, -1.2827, -6.4285 eV
mean position, lower and upper state = 3.5336, -4.0672 angstrom
area of V = -23.42301 eV angstrom
integrated phase of t = 5.356999, 3.785094, 2.300524 rad
largest |r|^2 = 5.3e-22
--- comparisons
largest change of complex t between the three shapes = 2.7e-11
delta = 6 angstrom: isolated-well centres 3.5361, -4.0722 angstrom; largest deviation 1.31e-02 eV
delta = 12 angstrom: isolated-well centres 6.5361, -7.0722 angstrom; largest deviation 2.81e-05 eV
control, both isolated wells centred at 0: |r|^2 at 0.1, 1, 5 eV = 4.689e-01, 2.074e-02, 1.012e-04
second pair -3.0, -2.2 eV: V(0) at delta = 0 is -1.6000 eV
verified
```
